**Parity channels of core-hole relaxation in N2**

The program tests the relation $R_{aa}=R_{\rm even}+R_{\rm odd}$, where $R_{aa}$ is the RPA relaxation energy of a 1s hole localized on one atom, and the other two terms come from even and odd excitations. It asserts that the GW self-energy terms with intermediate holes $1\sigma_g$ and $1\sigma_u$ reproduce this sum, obtained separately by linear solves, within 1%. It also asserts the parity selection rules, the frozen-hole energies, and agreement of the mid-gap self-energy with an imaginary-frequency quadrature. Fractional-hole SCF calculations, extrapolated to zero hole charge, must match Hartree-Fock linear response within 3%. A two-site boson model is diagonalized to compare exact, symmetric mean-field and G0W0 relaxation. The output gives 6.79 eV and 7.23 eV for the two GW core terms, against $R_{aa}=14.01$ eV. Delta-SCF relaxation is 7.51 eV for a symmetric hole and 17.31 eV for a localized one. Deleting the $1\sigma_u$ intermediate hole raises the G0W0 binding energy of $1\sigma_g$ by 6.02 eV.

## Program and output

```python
"""Core-hole relaxation in N2: delta-SCF against G0W0.

Result under test: with g, u the 1sigma_g, 1sigma_u orbitals and
a, b = (g +- u)/sqrt(2) the localized 1s orbitals, the second-order relaxation
energy of a localized hole is R_aa = R_even + R_odd.  A symmetric hole in one
determinant obtains only R_even = (R_aa + R_ab)/2.  The GW self-energy of g
obtains R_even from the intermediate hole g and R_odd from the hole u.

Symbols: eps = Hartree-Fock orbital energies, omega_s = direct-RPA mode
energies, w[p, n, s] = coupling of orbital pair p,n to mode s.
All internal energies are in hartree; output is in eV unless labelled.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo
from pyscf.scf import hf

EV = physical_constants["Hartree energy in eV"][0]


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


# ---------- molecule, uncontracted basis, inversion symmetry ----------
bond = 1.10
contracted = gto.basis.load("ccpvtz", "N")
primitives = sorted({(sh[0], row[0]) for sh in contracted for row in sh[1:]},
                    key=lambda item: (item[0], -item[1]))
basis = [[l, [exponent, 1.0]] for l, exponent in primitives]
mol = gto.M(atom=[["N", (0, 0, -bond / 2)], ["N", (0, 0, bond / 2)]],
            basis={"N": basis}, unit="Angstrom", verbose=0)
nao = mol.nao_nr()
half = nao // 2
signs = []
for shell in range(mol.nbas):
    l = mol.bas_angular(shell)
    signs += [(-1.0) ** l] * ((2 * l + 1) * mol.bas_nctr(shell))
flip = np.diag(signs[:half])
zero = np.zeros((half, half))
inversion = np.block([[zero, flip], [flip, zero]])

overlap = mol.intor("int1e_ovlp")
hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
assert np.allclose(inversion.T @ hcore @ inversion, hcore, atol=1e-8)
eri = mol.intor("int2e", aosym="s8")
mf = scf.RHF(mol)
mf._eri = eri
mf.conv_tol = 1e-11
e_neutral = mf.kernel()
assert mf.converged

# orbitals of strict parity from the two blocks of the Fock matrix
fock0 = mf.get_fock()
energies, vectors, parities = [], [], []
for parity in (1, -1):
    adapted = np.vstack([np.eye(half), parity * flip]) / np.sqrt(2)
    e_block, c_block = eigh(adapted.T @ fock0 @ adapted,
                            adapted.T @ overlap @ adapted)
    energies.append(e_block)
    vectors.append(adapted @ c_block)
    parities.append(np.full(half, parity))
eps = np.concatenate(energies)
order = np.argsort(eps)
eps = eps[order]
C = np.hstack(vectors)[:, order]
parity_mo = np.concatenate(parities)[order]
nocc = mol.nelectron // 2
nvir = nao - nocc
Co, Cv = C[:, :nocc].copy(), C[:, nocc:].copy()
assert parity_mo[0] == 1 and parity_mo[1] == -1

core_g, core_u = C[:, 0], C[:, 1]
core_a = (core_g + core_u) / np.sqrt(2)
populations = core_a * (overlap @ core_a)
on_one_atom = max(populations[:half].sum(), populations[half:].sum())
assert on_one_atom > 0.98

# ---------- delta-SCF with a chosen core hole ----------
s_val, s_vec = np.linalg.eigh(overlap)
orthogonalizer = (s_vec / np.sqrt(s_val)) @ s_vec.T


def core_hole_scf(hole, charge, keep_parity):
    """Frozen and relaxed UHF energy with 'charge' removed from spin-up hole."""
    closed = Co @ Co.T
    dm = np.array([closed - charge * np.outer(hole, hole), closed])
    focks, errors, frozen = [], [], None
    for _ in range(150):
        vj, vk = hf.dot_eri_dm(eri, dm, hermi=1)
        fock = hcore + vj[0] + vj[1] - vk
        energy = mol.energy_nuc() + 0.5 * np.einsum(
            "sij,sji->", hcore + fock, dm)
        if frozen is None:
            frozen = energy
        if keep_parity:
            fock = 0.5 * (fock + inversion.T @ fock @ inversion)
        error = np.array([orthogonalizer @ (f @ d @ overlap - overlap @ d @ f)
                          @ orthogonalizer for f, d in zip(fock, dm)])
        if np.linalg.norm(error) < 3e-6:
            return frozen, energy
        focks = (focks + [fock])[-8:]
        errors = (errors + [error])[-8:]
        m = len(focks)
        B = np.zeros((m + 1, m + 1))
        B[:m, :m] = [[np.vdot(x, y) for y in errors] for x in errors]
        B[:m, :m] /= B[:m, :m].diagonal().min()
        B[m, :m] = B[:m, m] = 1.0
        rhs = np.zeros(m + 1)
        rhs[m] = 1.0
        weights = np.linalg.lstsq(B, rhs, rcond=1e-14)[0][:m]
        mixed = sum(c * f for c, f in zip(weights, focks))
        up = eigh(mixed[0], overlap)[1]
        down = eigh(mixed[1], overlap)[1][:, :nocc]
        hole_index = int(np.argmax(np.abs(hole @ overlap @ up)))
        hole_now = up[:, hole_index]
        others = np.delete(up, hole_index, axis=1)[:, :nocc - 1]
        dm = np.array([others @ others.T
                       + (1 - charge) * np.outer(hole_now, hole_now),
                       down @ down.T])
    raise RuntimeError("core-hole SCF did not converge")


frozen_a, relaxed_a = core_hole_scf(core_a, 1.0, False)
frozen_g, relaxed_g = core_hole_scf(core_g, 1.0, True)
frozen_u, relaxed_u = core_hole_scf(core_u, 1.0, True)
R_scf_loc = frozen_a - relaxed_a
R_scf_sym = frozen_g - relaxed_g
# frozen determinant energies against orbital energies
assert abs(frozen_a - e_neutral + (eps[0] + eps[1]) / 2) < 1e-5
assert abs(frozen_g - e_neutral + eps[0]) < 1e-5
assert relaxed_a < min(relaxed_g, relaxed_u)
assert 0.35 < R_scf_sym / R_scf_loc < 0.60

# ---------- integrals, RPA modes ----------
pair = ao2mo.general(eri, [Co, C, Co, Cv], compact=False)
pair = pair.reshape(nocc, nao, nocc, nvir)
oovv = ao2mo.general(eri, [Co, Co, Cv, Cv], compact=False)
oovv = oovv.reshape(nocc, nocc, nvir, nvir)
nov = nocc * nvir
ovov = pair[:, nocc:]
K = ovov.reshape(nov, nov)
gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
root_gap = np.sqrt(gap)
hartree_hessian = np.diag(gap) + 4 * K
omega2, Z = np.linalg.eigh(root_gap[:, None] * hartree_hessian * root_gap)
assert omega2.min() > 0
omega_s = np.sqrt(omega2)
core_pairs = pair[:2].reshape(2, nao, nov)
w = np.sqrt(2) * core_pairs @ (root_gap[:, None] * Z / np.sqrt(omega_s))

# parity selection: gg drives even excitations only, gu odd ones only
pair_parity = np.outer(parity_mo[:nocc], parity_mo[nocc:]).ravel()
assert np.abs(core_pairs[0, 0][pair_parity < 0]).max() < 1e-7
assert np.abs(core_pairs[0, 1][pair_parity > 0]).max() < 1e-7

# static RPA relaxation by linear solves, without the modes
v_gg, v_uu, v_gu = core_pairs[0, 0], core_pairs[1, 1], core_pairs[0, 1]
v_aa = 0.5 * (v_gg + v_uu) + v_gu
v_bb = 0.5 * (v_gg + v_uu) - v_gu
R_aa = 2 * v_aa @ np.linalg.solve(hartree_hessian, v_aa)
R_ab = 2 * v_aa @ np.linalg.solve(hartree_hessian, v_bb)


# ---------- GW self-energy ----------
def self_energy_terms(p, energy, eta):
    """Correlation self-energy of core level p, resolved by intermediate n."""
    side = np.where(np.arange(nao) < nocc, 1.0, -1.0)[:, None]
    denominator = energy - eps[:, None] + side * omega_s
    return (w[p] ** 2 * denominator / (denominator ** 2 + eta ** 2)).sum(1)


on_shell_g = self_energy_terms(0, eps[0], 0.0)
R_even, R_odd = on_shell_g[0], on_shell_g[1]
assert abs(R_even + R_odd - R_aa) < 0.01 * R_aa
assert abs(R_even - (R_aa + R_ab) / 2) < 0.01 * R_aa
assert abs(R_odd - (R_aa - R_ab) / 2) < 0.01 * R_aa

# complete self-energy at mid-gap by imaginary-frequency quadrature
mid_gap = 0.5 * (eps[nocc - 1] + eps[nocc])
nodes, node_weights = np.polynomial.legendre.leggauss(60)
frequencies = 2.0 * (1 + nodes) / (1 - nodes)
jacobian = 4.0 / (1 - nodes) ** 2 * node_weights
offset = mid_gap - eps
sigma_quadrature = 0.0
for freq, weight in zip(frequencies, jacobian):
    inverse_bubble = np.diag((gap ** 2 + freq ** 2) / (4 * gap))
    solved = np.linalg.solve(inverse_bubble + K, core_pairs[0].T)
    screened = -np.einsum("nx,xn->n", core_pairs[0], solved)
    sigma_quadrature -= weight / np.pi * np.sum(
        offset / (offset ** 2 + freq ** 2) * screened)
sigma_analytic = self_energy_terms(0, mid_gap, 0.0).sum()
assert abs(sigma_quadrature - sigma_analytic) < 1e-4

broadening = 0.02  # smooths weak, discrete Auger-type poles


def quasiparticle(p, deleted=None):
    energy = eps[p]
    for _ in range(300):
        terms = self_energy_terms(p, energy, broadening)
        if deleted is not None:
            terms[deleted] = 0.0
        new = eps[p] + terms.sum()
        if abs(new - energy) < 1e-9:
            return new, terms
        energy = 0.5 * (energy + new)
    raise RuntimeError("quasiparticle equation did not converge")


qp_g, terms_g = quasiparticle(0)
qp_u, terms_u = quasiparticle(1)
qp_g_cut, _ = quasiparticle(0, deleted=1)
shell_g = eps[0] + self_energy_terms(0, eps[0], broadening).sum()
shell_u = eps[1] + self_energy_terms(1, eps[1], broadening).sum()
odd_share = terms_g[1] / (terms_g[0] + terms_g[1])
assert 0.4 < odd_share < 0.7
assert terms_g[0] + terms_g[1] < R_aa      # off-shell weakening
assert qp_g_cut < qp_g                     # deletion raises binding energy

# ---------- Hartree-Fock linear response, with exchange ----------
exchange = (ovov.transpose(0, 3, 2, 1)
            + oovv.transpose(0, 2, 1, 3)).reshape(nov, nov)
singlet = hartree_hessian - exchange
triplet = np.diag(gap) - exchange


def hf_linear_relaxation(c):
    """Second-order HF relaxation for spin-up hole c[0]*g + c[1]*u."""
    direct = np.einsum("p,q,pqx->x", c, c, core_pairs[:, :2])
    exch = np.einsum("p,q,piqv->iv", c, c, pair[:2, :nocc, :2]).ravel()
    total = (2 * direct - exch) / np.sqrt(2)
    spin = -exch / np.sqrt(2)
    return (total @ np.linalg.solve(singlet, total)
            + spin @ np.linalg.solve(triplet, spin))


R_hf_loc = hf_linear_relaxation(np.array([1.0, 1.0]) / np.sqrt(2))
R_hf_sym = hf_linear_relaxation(np.array([1.0, 0.0]))
charges = np.array([0.25, 0.5, 1.0])
scaled = []
for q in charges[:2]:
    frozen_q, relaxed_q = core_hole_scf(core_a, q, False)
    scaled.append((frozen_q - relaxed_q) / q ** 2)
scaled.append(R_scf_loc)
R_extrapolated = np.polyfit(charges, scaled, 2)[-1]
assert abs(R_extrapolated - R_hf_loc) < 0.03 * R_hf_loc

# ---------- exactly solvable model: one hole, two sites, two bosons ----------
boson, coupling, hop, levels = 1.0, 0.6, 0.01, 14
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
number = np.diag(np.arange(levels, dtype=float))
count = np.kron(number, one) + np.kron(one, number)
x_a = np.kron(lower + lower.T, one)
x_b = np.kron(one, lower + lower.T)
H = (np.kron(np.eye(2), boson * count)
     - hop * np.kron(np.array([[0, 1], [1, 0]]), np.eye(levels ** 2))
     + coupling * (np.kron(np.diag([1, 0]), x_a)
                   + np.kron(np.diag([0, 1]), x_b)))
exact = np.linalg.eigvalsh(H)[:2]
model_exact = -exact.mean()
model_split = exact[1] - exact[0]
even_hole = np.kron(np.array([[1.0], [1.0]]) / np.sqrt(2),
                    np.eye(levels ** 2))
model_mean = -(np.linalg.eigvalsh(even_hole.T @ H @ even_hole)[0] + hop)
few = np.where(np.tile(count.diagonal(), 2) < 1.5)[0]
one_boson = np.linalg.eigvalsh(H[np.ix_(few, few)])[0]
gw_root = brentq(lambda e: e + hop
                 - coupling ** 2 / 2 / (e + hop - boson)
                 - coupling ** 2 / 2 / (e - hop - boson), -1.0, -0.01)
model_gw = -(gw_root + hop)
assert abs(model_exact - coupling ** 2 / boson) < 1e-3
assert abs(model_split / (2 * hop * np.exp(-(coupling / boson) ** 2)) - 1) < 0.02
assert abs(model_mean - coupling ** 2 / (2 * boson)) < 1e-5
assert abs(one_boson - gw_root) < 1e-9
assert model_mean < model_gw < model_exact

# ---------- output ----------
show("N2 bond length", bond, "angstrom", 2)
print(f"basis functions (uncontracted cc-pVTZ): {nao}")
show("population of orbital a on one atom", on_one_atom, "electron", 5)
show("HF orbital energy 1sigma_g", eps[0] * EV)
show("HF orbital energy 1sigma_u", eps[1] * EV)
print("-- delta-SCF binding energies --")
show("frozen localized hole", (frozen_a - e_neutral) * EV)
show("relaxed localized hole", (relaxed_a - e_neutral) * EV)
show("relaxed symmetric 1sigma_g hole", (relaxed_g - e_neutral) * EV)
show("relaxed symmetric 1sigma_u hole", (relaxed_u - e_neutral) * EV)
show("relaxation, localized hole", R_scf_loc * EV)
show("relaxation, symmetric g hole", R_scf_sym * EV)
show("ratio symmetric/localized", R_scf_sym / R_scf_loc, "(no unit)")
print("-- HF linear response (with exchange) --")
show("relaxation, localized hole", R_hf_loc * EV)
show("same, from fractional-hole SCF", R_extrapolated * EV)
show("relaxation, symmetric g hole", R_hf_sym * EV)
for q, value in zip(charges, scaled):
    show(f"SCF relaxation/q^2 at hole charge q={q:.2f}", value * EV)
print("-- RPA linear response --")
show("R_aa, localized hole", R_aa * EV)
show("R_ab, cross term", R_ab * EV)
show("R_even, GW term with hole g", R_even * EV)
show("R_odd, GW term with hole u", R_odd * EV)
show("R_even + R_odd", (R_even + R_odd) * EV)
print("-- G0W0 on Hartree-Fock --")
show("on-shell Sigma_g, valence holes", on_shell_g[2:nocc].sum() * EV)
show("on-shell Sigma_g, virtual orbitals", on_shell_g[nocc:].sum() * EV)
show("on-shell binding energy 1sigma_g", -shell_g * EV)
show("on-shell binding energy 1sigma_u", -shell_u * EV)
show("quasiparticle binding energy 1sigma_g", -qp_g * EV)
show("quasiparticle binding energy 1sigma_u", -qp_u * EV)
show("1sigma_g with hole u deleted", -qp_g_cut * EV)
show("rise caused by the deletion", (qp_g - qp_g_cut) * EV)
show("hole-g term at quasiparticle energy", terms_g[0] * EV)
show("hole-u term at quasiparticle energy", terms_g[1] * EV)
show("hole-u share of the two core terms", odd_share, "(no unit)")
show("broadening", broadening * EV)
show("mid-gap Sigma_g, analytic", sigma_analytic * EV, digits=5)
show("mid-gap Sigma_g, quadrature", sigma_quadrature * EV, digits=5)
print("-- two-site model, energies in units of the boson energy --")
show("coupling", coupling, "boson energy", 2)
show("hopping", hop, "boson energy", 2)
show("exact relaxation", model_exact, "boson energy", 5)
show("symmetric mean-field relaxation", model_mean, "boson energy", 5)
show("G0W0 relaxation", model_gw, "boson energy", 5)
show("exact g-u splitting", model_split, "boson energy", 5)
print("verified")
```

Output:

```
N2 bond length: 1.10 angstrom
basis functions (uncontracted cc-pVTZ): 84
population of orbital a on one atom: 1.00001 electron
HF orbital energy 1sigma_g: -426.731 eV
HF orbital energy 1sigma_u: -426.637 eV
-- delta-SCF binding energies --
frozen localized hole: 426.684 eV
relaxed localized hole: 409.374 eV
relaxed symmetric 1sigma_g hole: 419.223 eV
relaxed symmetric 1sigma_u hole: 419.112 eV
relaxation, localized hole: 17.310 eV
relaxation, symmetric g hole: 7.508 eV
ratio symmetric/localized: 0.434 (no unit)
-- HF linear response (with exchange) --
relaxation, localized hole: 16.319 eV
same, from fractional-hole SCF: 16.299 eV
relaxation, symmetric g hole: 7.741 eV
SCF relaxation/q^2 at hole charge q=0.25: 16.714 eV
SCF relaxation/q^2 at hole charge q=0.50: 17.022 eV
SCF relaxation/q^2 at hole charge q=1.00: 17.310 eV
-- RPA linear response --
R_aa, localized hole: 14.013 eV
R_ab, cross term: -0.431 eV
R_even, GW term with hole g: 6.789 eV
R_odd, GW term with hole u: 7.231 eV
R_even + R_odd: 14.020 eV
-- G0W0 on Hartree-Fock --
on-shell Sigma_g, valence holes: 0.247 eV
on-shell Sigma_g, virtual orbitals: -1.855 eV
on-shell binding energy 1sigma_g: 414.320 eV
on-shell binding energy 1sigma_u: 414.247 eV
quasiparticle binding energy 1sigma_g: 416.013 eV
quasiparticle binding energy 1sigma_u: 415.730 eV
1sigma_g with hole u deleted: 422.035 eV
rise caused by the deletion: 6.022 eV
hole-g term at quasiparticle energy: 5.952 eV
hole-u term at quasiparticle energy: 6.364 eV
hole-u share of the two core terms: 0.517 (no unit)
broadening: 0.544 eV
mid-gap Sigma_g, analytic: 1.17370 eV
mid-gap Sigma_g, quadrature: 1.17368 eV
-- two-site model, energies in units of the boson energy --
coupling: 0.60 boson energy
hopping: 0.01 boson energy
exact relaxation: 0.36004 boson energy
symmetric mean-field relaxation: 0.18000 boson energy
G0W0 relaxation: 0.27925 boson energy
exact g-u splitting: 0.01395 boson energy
verified
```
